\section*{Logarithmic midpoint of conductance in a partly switched tunnel junction}

\section*{Problem}

A ferroelectric tunnel junction has area $A$. Where the polarization points one way, the barrier conducts well (the on state). Where it points the other way, the barrier conducts poorly (the off state). A fraction $s$ of the area is on and the rest is off. With the whole area on, the conductance is $G_{\rm on}$; with the whole area off, it is $G_{\rm off}$. Their ratio is $r=G_{\rm on}/G_{\rm off}>1$.

\begin{enumerate}
\item Find $G(s)$, stating the assumptions.
\item Find the fraction $s^*$ at which $\log G$ lies halfway between its two end values, first for any $r$ and then for $r=100$. Which domains carry the current there?
\item Where on the logarithmic scale does the junction stand when half its area is on? How does the sensitivity to switching vary with $s$?
\item A model junction of $300\ \mathrm{nm}\times300\ \mathrm{nm}$ has $G_{\rm off}=0.474$ nS and $G_{\rm on}=47.4$ nS. Find the conductance at the midpoint and the current at a read voltage of $0.10$ V.
\item How is $s^*$ changed by leakage, series resistance, domain walls, and grains of unequal thickness?
\end{enumerate}

\section*{Solution}

\subsection*{1. Conductance of the mixed state}

Assume that each electrode is an equipotential, so that every domain feels the same voltage $V$. Assume also that $V$ is small enough for the current to be linear in it and for the read to switch nothing. Finally, let each state have a uniform conductance per area, unaffected by neighbouring domains. The on part then has conductance $sG_{\rm on}$ and the off part $(1-s)G_{\rm off}$. Their currents add:
\begin{equation}
I=(1-s)G_{\rm off}V+sG_{\rm on}V .
\end{equation}
Dividing by $V$ and inserting $G_{\rm on}=rG_{\rm off}$ gives
\begin{equation}
G(s)=G_{\rm off}\,[1-s+rs]=G_{\rm off}\,[1+(r-1)s].
\label{eq:G}
\end{equation}
The conductance is linear in the switched area. The shape and position of the domains do not enter.

\subsection*{2. The logarithmic midpoint}

Halfway on a logarithmic axis means
\begin{equation}
\log G(s^*)=\tfrac12\left(\log G_{\rm off}+\log G_{\rm on}\right)
=\log\sqrt{G_{\rm off}G_{\rm on}} .
\end{equation}
The midpoint is therefore the geometric mean, whatever the base of the logarithm:
\begin{equation}
G(s^*)=\sqrt{G_{\rm off}\,rG_{\rm off}}=\sqrt r\,G_{\rm off}.
\end{equation}
Equating this to (\ref{eq:G}) and cancelling $G_{\rm off}$,
\begin{align}
1+(r-1)s^*&=\sqrt r,\\
s^*&=\frac{\sqrt r-1}{r-1}
=\frac{\sqrt r-1}{(\sqrt r-1)(\sqrt r+1)}
=\frac{1}{1+\sqrt r}.
\label{eq:s}
\end{align}
The cancellation is allowed because $r\neq1$. For $r=100$,
\begin{equation}
s^*=\frac{1}{1+10}=\frac1{11}\approx 9.1\,\%.
\end{equation}

In units of $G_{\rm off}$, the off area contributes $10/11$ and the on area $100/11$. The sum is $110/11=10=\sqrt{100}$, as required. The on domains cover $1/11$ of the area but carry $(100/11)/10=10/11$ of the current.

The fraction is counted from the fully off state. Starting from the fully on state, one must switch $1-s^*=10/11$ of the area off to reach the same conductance.

Two limits show how the contrast matters. If $r=1+\epsilon$ with $\epsilon\ll1$, then $\sqrt r\approx1+\epsilon/2$ and
\begin{equation}
s^*\approx\frac{1}{2+\epsilon/2}\approx\frac12-\frac{\epsilon}{8}.
\end{equation}
With weak contrast, the logarithmic and linear midpoints nearly coincide. If $r\gg1$, then $s^*\approx1/\sqrt r$. At $r=100$ this estimate gives $0.10$, which is 10\,\% above the true $1/11$.

\subsection*{3. Half the area, and the sensitivity}

At $s=1/2$, equation (\ref{eq:G}) gives $G/G_{\rm off}=1+99/2=50.5$. The position on the logarithmic scale, counted from 0 (off) to 1 (on), is
\begin{equation}
\frac{\ln 50.5}{\ln 100}=0.85 .
\end{equation}
The second half of the area thus covers the last 15\,\% of the logarithmic range. The slope follows from differentiating the logarithm of (\ref{eq:G}):
\begin{equation}
\frac{d\ln G}{ds}=\frac{r-1}{1+(r-1)s}.
\end{equation}
For $r=100$ it is $99$ at $s=0$, $99/10=9.9$ at the midpoint, and $99/100=0.99$ at $s=1$. A given small switched area changes the conductance by the same amount everywhere, but that amount is a large fraction of a small conductance and a small fraction of a large one.

If the junction consists of $10$ nm square grains that switch as units, it holds $(300/10)^2=900$ of them. The midpoint needs about $900/11\approx82$ grains, and one more grain then raises $G$ by about $9.9/900=1.1\,\%$.

\subsection*{4. The model junction}

At the midpoint,
\begin{align}
G(s^*)&=\tfrac{10}{11}(0.474\ \mathrm{nS})+\tfrac1{11}(47.4\ \mathrm{nS})\nonumber\\
&=0.43\ \mathrm{nS}+4.31\ \mathrm{nS}=4.74\ \mathrm{nS},\\
I&=(4.74\ \mathrm{nS})(0.10\ \mathrm{V})=0.474\ \mathrm{nA}.
\end{align}

The two given conductances come from a rectangular barrier of thickness $d=2.5$ nm and tunnelling mass $m_b=0.4\,m_e$, between electrodes with Fermi energy $E_F=5$ eV. Its height $\phi$ above the Fermi level is $2.00$ eV in the off state. The on height, $1.241$ eV, was chosen to make $r=100$; it is not a prediction.

For an electron at the Fermi level with wave vector $k_\parallel$ along the barrier, energy conservation gives
\begin{equation}
k^2=\frac{2m_eE_F}{\hbar^2}-k_\parallel^2,\qquad
\kappa^2=\frac{2m_b\phi}{\hbar^2}+k_\parallel^2
\end{equation}
for the normal wave number $k$ in the electrodes and the decay constant $\kappa$ in the barrier. Let the transmitted wave be $t\,e^{ik(z-d)}$ and define $q=\kappa m_e/m_b$. Continuity of $\psi$ and of $\psi'/m$ at $z=d$ fixes the wave in the barrier:
\begin{equation}
\psi=t\left[\cosh\kappa(z-d)+\frac{ik}{q}\sinh\kappa(z-d)\right].
\end{equation}
At $z=0$, the electrode side therefore has
\begin{align}
\psi(0)&=t\left[\cosh\kappa d-\frac{ik}{q}\sinh\kappa d\right],\\
\psi'(0)&=t\left[ik\cosh\kappa d-q\sinh\kappa d\right].
\end{align}
The incident amplitude is $\frac12[\psi(0)+\psi'(0)/(ik)]$. Setting it to 1 gives
\begin{equation}
\frac1t=\cosh\kappa d+\frac i2\left(\frac qk-\frac kq\right)\sinh\kappa d .
\end{equation}
Taking the squared modulus, with $\cosh^2=1+\sinh^2$, yields the transmission probability
\begin{equation}
T=|t|^2=\left[1+\frac14\left(\frac qk+\frac kq\right)^2\sinh^2\kappa d\right]^{-1}.
\end{equation}
In the Landauer picture each transverse state contributes $(2e^2/h)T$, spin included, so at low temperature
\begin{equation}
\frac GA=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,T(k_\parallel).
\end{equation}
Integrating numerically and multiplying by $A$ gives the stated $0.474$ and $47.4$ nS. These are linear-response values at low temperature. In the same model, the barrier tilt at $0.10$ V raises the midpoint current by about 2\,\%, and thermal averaging at $300$ K raises the midpoint conductance by about 5\,\%.

\subsection*{5. Departures from the simple law}

\paragraph{Leakage.} Let an unswitchable path of conductance $G_L$ lie in parallel. The measured conductance $G(s)+G_L$ is still linear in $s$, so (\ref{eq:s}) holds with the measured ratio $r_m=(G_{\rm on}+G_L)/(G_{\rm off}+G_L)$. For $G_L=G_{\rm off}$, $r_m=101/2=50.5$ and
\begin{equation}
s^*=\frac1{1+\sqrt{50.5}}=0.123 .
\end{equation}

\paragraph{Series resistance.} A resistance $R$ in series changes $G$ to $G/(1+RG)$, which is no longer linear in $s$. Write $x=G/G_{\rm off}$ and $\rho=RG_{\rm on}$, so that $RG=\rho x/r$. For $\rho\ll1$, $\ln(1+RG)\approx\rho x/r$, and the midpoint condition is
\begin{equation}
\ln x-\frac{\rho x}{r}=\ln\sqrt r-\frac{\rho(1+r)}{2r}.
\end{equation}
Putting $x=\sqrt r$ in the small term gives, to first order,
\begin{equation}
x\approx\sqrt r\left[1-\rho\left(\frac{1+r}{2r}-\frac1{\sqrt r}\right)\right].
\end{equation}
With $R=10\ \mathrm{k\Omega}$, $\rho=4.74\times10^{-4}$ and $x\approx10(1-1.9\times10^{-4})$. Then $s^*=(x-1)/99=0.09089$ instead of $0.09091$, a negligible change here.

\paragraph{Domain walls.} Parallel conduction was assumed, and it can be tested by solving the wave problem for a barrier with sharp-edged on stripes covering $1/11$ of the area. Relative to the geometric mean, the conductance is low by 15.1\,\% for stripes $4$ nm wide and by 7.6\,\% for stripes $8$ nm wide. The loss halves when the width doubles, as expected if each wall removes a fixed width $\delta$ of on domain. Extrapolating on that basis to wide stripes gives $1.000$ times the geometric mean, which supports the parallel law in that limit.

The fitted width is $\delta=0.336$ nm. It holds for perfectly sharp edges and depends strongly on their shape: if the barrier height changes across each edge as $\tanh(x/L)$, $\delta$ rises to about $0.4$ nm for $L=0.25$ nm and about $0.6$ nm for $L=0.5$ nm.

For an isolated square grain of side $a=10$ nm with sharp edges, four walls remove a fraction $4\delta/a=0.134$ of its effective area, if corners are ignored (with corners the fraction is about $0.13$). The area needed for $G=\sqrt r\,G_{\rm off}$ rises to
\begin{equation}
s=\frac{1/11}{1-0.134}=0.105 .
\end{equation}
Touching on grains have fewer walls and need a smaller correction.

\paragraph{Unequal thickness.} Let grain $i$ have conductances $g_i^{\rm on}$ and $g_i^{\rm off}$. Switching it adds $\Delta_i=g_i^{\rm on}-g_i^{\rm off}$. With $G_{\rm on}$, $G_{\rm off}$ and $r$ now referring to sums over all grains, the midpoint requires
\begin{equation}
\frac{\sum_{\rm switched}\Delta_i}{\sum_{\rm all}\Delta_i}
=\frac{\sqrt{G_{\rm on}G_{\rm off}}-G_{\rm off}}{G_{\rm on}-G_{\rm off}}
=\frac1{1+\sqrt r}.
\end{equation}
This fixes the switched share of the conductance gain, which equals the switched share of area only if the switched grains have the same average gain per area as the whole junction.

Take a normal spread of thickness with standard deviation $0.10$ nm over the 900 equal-area grains, with the thicknesses placed at evenly spaced quantiles of the distribution. The ratio becomes $84.8$, and the required share of the gain is $1/(1+\sqrt{84.8})=0.098$. In random switching order, the midpoint falls at an area fraction of $0.098$ on average, with a standard deviation of $0.009$ between sequences. If the thinnest grains switch first, it falls at $0.020$; if the thickest do, at $0.30$. The thin grains conduct best, so few of them supply the required gain. If the 900 thicknesses are drawn at random instead, the ratio scatters by about $\pm1$ and the two ordered fractions by about $\pm0.002$ and $\pm0.008$. The spread of $0.10$ nm is an assumed value and the results depend strongly on it: a spread of $0.20$ nm gives a ratio near $52$ and ordered fractions near $0.004$ and $0.64$.

\subsection*{Relation to real hafnia junctions}

The thickness, off barrier, mass and grain size are rough values for a thin hafnium--zirconium oxide junction, while the ratio of 100 is assumed. Real barriers are tilted, and traps or depleted electrodes may alter both conductances. The read field, $0.10\ \mathrm V/2.5\ \mathrm{nm}=0.4$ MV/cm, is below rough coercive and breakdown fields of $1.5$ and $5$ MV/cm.

Within the model, a mean-barrier estimate at $0.10$ V gives $r=100.7$, and thermal averaging at $85\,^\circ$C gives $r=102.6$. These move $s^*$ only to $0.0906$ and $0.0899$. The more serious assumption is that switching order is independent of conductance. At a common voltage, thinner grains feel a larger field. If that decides the order, the thickness spread above moves the midpoint from about 10\,\% to 2\,\% of the area when the junction is switched on from the fully off state. When it is switched off from the fully on state, the thin grains turn off first, and the midpoint comes with about 30\,\% of the area still on. A conductance reading then cannot be converted into switched area by (\ref{eq:G}) alone.

\section*{Calculated quantities}
\begin{verbatim}
on/off ratio: 100
on-area fraction at log midpoint: 0.090909 (1/11 = 0.090909)
cells switched at midpoint: 100 of 1100
share of current in on area at midpoint: 0.9091
half area switched, G/G_off: 50.50
half area switched, position on log scale: 0.8516
barrier thickness: 2.5 nm; tunnelling mass: 0.4 m_e
electrode Fermi energy: 5.0 eV
off barrier: 2.00 eV; on barrier: 1.241 eV
junction side: 300 nm; grain side: 10 nm
number of grains: 900; 1/11 of them: 81.8
G_off: 0.4736 nS
G_on: 47.365 nS
G at log midpoint: 4.7365 nS
read voltage: 0.10 V
linear-response midpoint current: 0.4736 nA
wave solution, 4 nm on stripes, loss of G: 15.16 %
wave solution, 8 nm on stripes, loss of G: 7.58 %
wave solution, wide-domain limit of G/G_mid: 1.0000
on-domain width lost per wall: 0.337 nm
midpoint fraction, isolated grains with wall loss: 0.1051
thickness spread (standard deviation): 0.10 nm
on/off ratio with thickness spread: 84.8
midpoint fraction, random order, mean: 0.0985
midpoint fraction, random order, std deviation: 0.0087
midpoint fraction, thinnest grains first: 0.0200
midpoint fraction, thickest grains first: 0.2978
midpoint fraction, leakage equal to G_off: 0.1234
series resistance: 10 kOhm
series resistance times G_on: 4.74e-04
midpoint fraction, with series resistance: 0.090890
finite read bias: ratio 100.68, midpoint fraction 0.09063
hot operation temperature: 358.15 K
hot operation: ratio 102.60, midpoint fraction 0.08985
over-barrier / tunnelling conductance, hot on state: 1.2e-11
read field: 0.40 MV/cm
rough coercive field: 1.5 MV/cm
rough breakdown field: 5.0 MV/cm
\end{verbatim}
